# Thick-barrier tunnelling conductance per area from a sum over transverse channels

## Definitions and conventions

Two identical metal electrodes are separated by a flat barrier of thickness $d$, with its faces normal to $z$. The elementary charge $e$ is positive. Energies are measured from the bottom of the electrode band, $E_F$ is the Fermi energy, $U$ is the barrier top, and $\phi=U-E_F$ is the barrier height. The electrode mass is $m_{el}$ and the barrier mass is $m_b$, both isotropic at first. The transverse wave vector $\mathbf k$ is conserved, and $s=|\mathbf k|^2$.

At the Fermi energy and $\mathbf k=0$, the wave in the barrier decays in amplitude as $e^{-\kappa z}$, with

$$\kappa=\frac{\sqrt{2m_b\phi}}{\hbar}.$$

The probability therefore carries $e^{-2\kappa d}$. Let $T(s)$ be the transmission at the Fermi energy and $T_0=T(0)$. For independent electrons, small bias and zero temperature, the result is

$$\boxed{\frac{G}{A}=\frac{2e^2}{h}\,\frac{\kappa}{4\pi d}\,T_0\left[1+\frac{c_1}{d}+O(d^{-2})\right]}$$

The factor 2 counts spin. The formula without the bracket is the leading term for large $d$, not an identity. It requires $\kappa d\gg1$ and $k_F^2d/\kappa\gg1$, where $k_F^2=2m_{el}E_F/\hbar^2$. The coefficient $c_1$ is derived below.

## From current to a sum over channels

Electrons arriving from the left have velocity $v_z=\hbar^{-1}\partial E/\partial k_z>0$. Subtracting the opposite flow gives the current density

$$J=2e\int_{k_z>0}\frac{d^3k}{(2\pi)^3}\,v_zT\,(f_L-f_R).$$

At fixed $\mathbf k$, $v_z\,dk_z=dE/\hbar$: the velocity cancels the one-dimensional density of states. Since $1/(2\pi\hbar)=1/h$,

$$J=\frac{2e}{h}\int\frac{d^2k}{(2\pi)^2}\int dE\,T\,(f_L-f_R).$$

A small bias $V$ that raises the left Fermi level by $eV$ gives $f_L-f_R\simeq eV\,\delta(E-E_F)$ at zero temperature. Dividing by $V$, and using $d^2k=2\pi k\,dk=\pi\,ds$,

$$\frac GA=\frac{2e^2}{h}\int\frac{d^2k}{(2\pi)^2}T=\frac{2e^2}{h}\,\frac1{4\pi}\int_0^{k_F^2}T(s)\,ds. \tag{1}$$

The upper limit is the square of the largest transverse wave number available in the electrode at $E_F$.

## Transmission of one channel

In the electrode, $E_F=\hbar^2(k_z^2+s)/(2m_{el})$, so $k_z^2=k_F^2-s$. In the barrier, the normal motion is evanescent with decay rate $q$:

$$E_F=U+\frac{\hbar^2}{2m_b}(s-q^2)\quad\Rightarrow\quad q^2=\kappa^2+s. \tag{2}$$

The electrode mass does not enter $q$, because the total energy and $\mathbf k$ are conserved, not the energy of normal motion.

Let the wave be $e^{ik_zz}+re^{-ik_zz}$ on the left, $Ae^{-qz}+Be^{q(z-d)}$ in the barrier and $te^{ik_z(z-d)}$ on the right. Put $a=k_z/m_{el}$ and $b=q/m_b$. Continuity of $\psi$ and $\psi'/m$ gives

$$1+r=A+Be^{-qd},\qquad ia(1-r)=b(-A+Be^{-qd}),$$
$$Ae^{-qd}+B=t,\qquad b(-Ae^{-qd}+B)=iat.$$

The sum and difference of the last pair, after its second member is divided by $b$, give

$$B=\frac t2\left(1+\frac{ia}b\right),\qquad A=\frac t2e^{qd}\left(1-\frac{ia}b\right).$$

Dividing the second equation by $ia$ and adding it to the first removes $r$:

$$2=A\left(1+\frac{ib}a\right)+Be^{-qd}\left(1-\frac{ib}a\right).$$

Now insert $A$ and $B$. With $\delta=b/a-a/b$, the product $(1-ia/b)(1+ib/a)$ equals $2+i\delta$, and the other product is its complex conjugate. Hence

$$2=\frac t2\left[(2+i\delta)e^{qd}+(2-i\delta)e^{-qd}\right]
=t\left[2\cosh qd+i\delta\sinh qd\right].$$

The electrodes are identical, so $T=|t|^2$. Using $\cosh^2=1+\sinh^2$ and $1+\delta^2/4=(a/b+b/a)^2/4$,

$$T=\left[1+\left(\frac{a^2+b^2}{2ab}\right)^2\sinh^2qd\right]^{-1}. \tag{3}$$

For $qd\gg1$, $\sinh^2qd\to e^{2qd}/4$ and the 1 is negligible, so

$$T\simeq P\,e^{-2qd},\qquad P=\frac{16a^2b^2}{(a^2+b^2)^2}. \tag{4}$$

## The transverse integral

For $s\ll\kappa^2$, equation (2) gives $q\simeq\kappa+s/(2\kappa)$. The prefactor is nearly constant over the narrow range of $s$ that contributes, so $T\simeq T_0e^{-sd/\kappa}$. If the electrode supplies this whole range, the upper limit may be taken to infinity:

$$\frac1{4\pi}\int_0^\infty T_0e^{-sd/\kappa}ds=\frac{\kappa}{4\pi d}T_0.$$

With (1), this is the leading result. A larger transverse momentum costs a faster decay, so a thicker barrier passes a narrower beam. Its mean square transverse wave number is $\kappa/d$ at leading order. The quantity $\kappa/(4\pi d)$ is an effective number of channels per area, each counted as if it transmitted with $T_0$.

## First correction

The exponential can be integrated without expanding $q$. Since $ds=2q\,dq$,

$$\int_0^\infty e^{-2qd}ds=2\int_\kappa^\infty qe^{-2qd}dq
=2e^{-2\kappa d}\left(\frac{\kappa}{2d}+\frac1{4d^2}\right)
=\frac\kappa de^{-2\kappa d}\left(1+\frac1{2\kappa d}\right).$$

For the prefactor, define $R=(b/a)^2$, so that $P=16R/(1+R)^2$. Then

$$\frac{d\ln P}{d\ln R}=1-\frac{2R}{1+R}=\frac{1-R}{1+R},\qquad
\frac{d\ln R}{ds}=\frac1{q^2}+\frac1{k_z^2},$$

because $R\propto q^2/k_z^2$. At $s=0$ the logarithmic slope of $P$ is

$$\lambda=\left(\frac1{\kappa^2}+\frac1{k_F^2}\right)\frac{1-R_0}{1+R_0},\qquad R_0=R(0).$$

The mean of $s$ is $\kappa/d$ at leading order, so the factor $1+\lambda s$ adds $\lambda\kappa/d$. Altogether,

$$c_1=\frac1{2\kappa}+\kappa\left(\frac1{\kappa^2}+\frac1{k_F^2}\right)\frac{1-R_0}{1+R_0}. \tag{5}$$

The two parts have opposite signs when $R_0>1$. At $d=80$ nm, with $E_F=5$ eV and $m_{el}=m_e$, the relative deviation of integral (1) from the leading formula was tested against $c_1/d$. They agreed within 5% of $c_1/d$ for two barriers: $\phi=2$ eV with $m_b=0.2\,m_e$, and $\phi=1$ eV with $m_b=0.5\,m_e$.

## Other cases

**Weakly filled electrode.** If $k_F^2d/\kappa\ll1$, the electrode runs out of transverse states before the barrier filters them, and the exponential is nearly constant over the integral. If also $a\ll b$, then $P\simeq16a^2/b^2\propto k_z^2$, so $T/T_0\simeq1-s/k_F^2$. The integral of this ratio from 0 to $k_F^2$ is $k_F^2/2$, instead of $\kappa/d$. Hence

$$\frac{\text{channel integral}}{\text{thick-barrier formula}}\to\frac{k_F^2d}{2\kappa}.$$

The leading formula then overestimates the conductance. A large $\kappa d$ alone does not justify it.

**Anisotropic barrier mass.** Let $m_b$ be the mass along $z$ and $m_t$ the transverse mass, with a principal axis along $z$. Equation (2) becomes $q^2=\kappa^2+(m_b/m_t)s$. The exponent is now $-(m_b/m_t)sd/\kappa$, and the leading conductance gains the factor $m_t/m_b$ at fixed $\kappa$ and $T_0$.

**Layered barrier.** For layers $i$ with isotropic masses and $\kappa_id_i\gg1$, the exponent is $-2\sum_iq_id_i$, with $q_i\simeq\kappa_i+s/(2\kappa_i)$. The same Gaussian integral replaces $\kappa/d$ by $1/\sum_i(d_i/\kappa_i)$, so the channel density is $1/[4\pi\sum_i(d_i/\kappa_i)]$. The electrode must again supply all the contributing channels, and $T_0$ must be that of the full stack.

## Worked example

Take $\phi=2$ eV, $m_b=0.2\,m_e$, $d=4$ nm, $E_F=5$ eV and $m_{el}=m_e$. These round values lie roughly in the regime of a metal–hafnium oxide–metal capacitor. They give $\kappa=3.240\ \mathrm{nm^{-1}}$ and $k_F=11.46\ \mathrm{nm^{-1}}$. The two conditions are well met: $\kappa d=12.96$ and $k_F^2d/\kappa=162$.

At normal incidence $R_0=2.00$, so $P=16\times2/9=3.56$ and

$$T_0\simeq3.56\,e^{-25.92}=1.965\times10^{-11}.$$

The channel density is

$$\frac{\kappa}{4\pi d}=\frac{3.2402}{4\pi\times4}=0.0645\ \mathrm{nm^{-2}},$$

or one effective channel per 15.5 nm². With $2e^2/h=7.748\times10^{-5}$ S and $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$,

$$\frac GA=(7.748\times10^{-5})(0.06446)(1.965\times10^{-11})(10^{14})
=9.81\times10^{-3}\ \mathrm{S/cm^2}.$$

Integral (1) with transmission (3) gives $9.89\times10^{-3}\ \mathrm{S/cm^2}$, which is 0.75% above the formula. A sum over the discrete transverse states of a periodic square of side 40 nm gives the same value. So does the current computed from velocities at a bias of 1 mV, with the barrier kept flat.

The correction (5) contributes $+0.0386$ from the exponential and $-0.0278$ from the prefactor. It predicts a ratio of 1.0108, against the computed 1.0075; higher orders supply the remaining $-0.0033$. The small total error owes much to this cancellation. At $d=1$ nm the ratio is 1.004, although $1+c_1/d$ would be 1.043. Higher orders there nearly cancel the first correction, so the close agreement does not show that the expansion is accurate at that thickness.

The computed mean of $s$ is $0.845\ \mathrm{nm^{-2}}$, compared with $\kappa/d=0.810\ \mathrm{nm^{-2}}$. The next term of $q$, $-s^2/(8\kappa^3)$, multiplies the weight by $1+s^2d/(4\kappa^3)$. For an exponential distribution of mean $\mu=\kappa/d$, $\langle s^n\rangle=n!\,\mu^n$, so the mean shifts by

$$\frac{d}{4\kappa^3}\left(\langle s^3\rangle-\langle s\rangle\langle s^2\rangle\right)
=\frac{d}{4\kappa^3}\,4\mu^3=\frac{\mu}{\kappa d}.$$

This is $+7.7\%$. The prefactor shifts it by $\lambda(\langle s^2\rangle-\langle s\rangle^2)=\lambda\mu^2$, or $-2.8\%$. The sum, $+4.9\%$, is close to the computed $+4.3\%$; higher orders make up the difference. The root-mean-square transverse wave number is $0.92\ \mathrm{nm^{-1}}$, or 8% of $k_F$: the transmitted electrons travel close to the normal.

## Size of the neglected effects

Each estimate below changes one assumption and holds the others fixed. The factors should not be multiplied together without a joint calculation.

**Temperature.** Near $E_F$, $T\propto e^{c\varepsilon}$, where $\varepsilon=E-E_F$ and $c=2d\,d\kappa/d\phi=\kappa d/\phi=6.48\ \mathrm{eV^{-1}}$; the sign is positive because a higher energy sees a lower barrier. With $x=e^{\varepsilon/k_BT_K}$, where $T_K$ is the temperature, and $\alpha=ck_BT_K<1$, the thermal average is

$$\int(-f')e^{c\varepsilon}d\varepsilon=\int_0^\infty\frac{x^\alpha dx}{(1+x)^2}=\frac{\pi\alpha}{\sin\pi\alpha}.$$

At 358 K this gives 1.069. Averaging the full channel integral gives 1.072, an increase of about 7%.

**Finite bias.** A voltage tilts the barrier. For an electron at total energy $E$, set $w=E_F-E+\hbar^2s/(2m_b)$, with $E_F$ now the Fermi level of the emitting electrode. The semiclassical exponent is

$$S(w,V)=\frac2\hbar\int_0^d\sqrt{2m_b(\phi+w-eVz/d)}\,dz.$$

At zero temperature $E_F-E$ runs from 0 to $eV$. At fixed $w$, the allowed length of this interval is $\min(w,eV)$, so $J\propto\int_0^\infty\min(w,eV)\,e^{-S}dw$. Holding the prefactor fixed and neglecting the electrode cut-off, $J/(GV)$ is 1.51 at 0.5 V and 4.43 at 1 V. The estimated current density at 1 V is $0.044\ \mathrm{A/cm^2}$. Solving the wave equation for the tilted barrier, which lets the prefactor change, gives 1.55, 4.67 and $0.046\ \mathrm{A/cm^2}$. The linear conductance is therefore unsuitable for predicting leakage at 1 V. The field is then 2.5 MV/cm, below a rough breakdown field of 4 MV/cm.

**Image force.** With an electronic relative permittivity of 4, the classical image potential between two metal planes lowers the barrier by 0.062 eV at mid-plane. The semiclassical exponent over the full profile, with the barrier cut off at zero height near the faces, gives an estimated increase of $T_0$ by a factor of 6.3; the change of the prefactor is neglected. The number depends strongly on the cut-off. Solving the wave equation over the profile gives 5.4 with this cut-off, 9.0 if the potential may fall to the electrode band bottom, and 3.9 or 3.0 if the lowering is capped at its value 0.1 or 0.2 nm from a face. Only a range of about 3 to 9 is supported. A uniform lowering by the mid-plane value would give about $e^{6.48\times0.0624}=1.5$, so most of the effect comes from closer to the electrodes. About half of the logarithm of the semiclassical factor arises within 0.1 nm of the faces, where the classical image potential is least reliable.

**Band dispersion.** In a symmetric two-band model with gap $E_g$, $\kappa^2=2m_b\phi(1-\phi/E_g)/\hbar^2$, where $m_b$ is the band-edge mass. Transverse motion still gives $q^2=\kappa^2+s$, so the $\kappa/(4\pi d)$ law is unchanged. For $E_g=5.8$ eV, however, $\kappa$ falls to $2.62\ \mathrm{nm^{-1}}$, and the conductance rises by a factor of about 110 with $P$ held fixed. This applies if $0.2\,m_e$ is a band-edge mass. If it is a mass fitted to tunnelling at this barrier height, the value of $\kappa$ already contains the effect. The slope $d\kappa/d\phi$ is still smaller than in the parabolic model, so the temperature and bias factors above would be smaller too.

**Thickness and mass.** If the thickness varies slowly along the film with a Gaussian spread $\sigma$, averaging $e^{-2\kappa\,\delta d}$ gives $e^{2\kappa^2\sigma^2}$. For $\sigma=0.2$ nm this is 2.3; averaging the full integral (1), which also contains the factor $1/d$, gives 2.5. With $m_t/m_b=1.5$, the full integral rises by a factor of 1.498, close to the predicted 1.5.

**Electrode filling.** For electrodes with $E_F=0.05$ eV and $m_{el}=0.3\,m_e$, and the same barrier, $k_F^2d/\kappa=0.49$. The full integral is 0.21 of the thick-barrier formula; the small-filling limit gives 0.24. These values are for zero temperature. At 300 K, $k_BT_K$ is about half of this Fermi energy, so for such an electrode integral (1) must also be averaged over energy with the weight $-f'$, using the chemical potential at that temperature. An inversion layer with quantized normal motion needs a separate treatment.

**Traps.** Consider non-interacting resonant levels with density $n$ per volume and energy. If only the exponential dependence on distance is kept, a level displaced by $y$ from mid-plane has partial widths $\Gamma_{L,R}=\Gamma_me^{\mp2\kappa y}$. Its transmission integrated over energy is

$$\int\frac{\Gamma_L\Gamma_R\,dE}{E^2+(\Gamma_L+\Gamma_R)^2/4}
=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}
=\frac{\pi\Gamma_m}{\cosh2\kappa y}.$$

Since $\int dy/\cosh2\kappa y=\pi/(2\kappa)$, the trap conductance is

$$\frac{G_{tr}}A=\frac{2e^2}h\,\frac{n\pi^2\Gamma_m}{2\kappa}.$$

Taking $\Gamma_m=\phi e^{-\kappa d}=4.7\times10^{-6}$ eV, where $\phi$ is a rough attempt width, this path equals direct tunnelling at $n\approx2\times10^{14}\ \mathrm{cm^{-3}\,eV^{-1}}$. Its exponential factor is $e^{-\kappa d}$ instead of $e^{-2\kappa d}$, so traps gain importance as the film thickens. A point-like level spreads over transverse wave vectors. For the normalized state $\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r$ in the parabolic barrier, $\hbar$ times the flux leaving into an electrode at distance $z$ is $\Gamma\simeq[4ab/(a^2+b^2)]\,\phi\,e^{-2\kappa z}/(\kappa z)$, with $a$ and $b$ taken at $s=0$. The full transverse integral gives $0.28\,\phi e^{-\kappa d}$ at mid-plane, and the density for equality rises to about $7\times10^{14}\ \mathrm{cm^{-3}\,eV^{-1}}$.

## Comparison with real capacitors

The barrier height, mass and gap are plausible rough values for hafnium oxide between metals, but they depend on the electrode and on film preparation. The modelled current at 1 V is far above the leakage tolerated in a memory storage capacitor, roughly $10^{-7}\ \mathrm{A/cm^2}$, so a 4 nm film with these parameters would not serve there. Real films also break the assumption of a defect-free barrier. If the trap density near the Fermi level were $10^{17}\ \mathrm{cm^{-3}\,eV^{-1}}$, the estimates above would put trap conduction at one to several hundred times direct tunnelling. The formula therefore gives the direct contribution of the stated barrier, not a prediction of total leakage. Its absolute value is uncertain by orders of magnitude unless $\kappa$ and the barrier profile are known for the actual film.

## Values computed for the example and the checks

```
barrier height                      2.00 eV
barrier mass                        0.20 m_e
electrode Fermi energy (mass 1 m_e) 5.00 eV
thickness d                         4.00 nm
conductance quantum 2e^2/h          7.7481e-05 S
kappa                               3.2402 1/nm
kappa d                             12.961
k_F                                 11.456 1/nm
k_F^2 d/kappa                       162.0
squared velocity ratio R            2.000
T0                                  1.9651e-11
kappa/d                             0.8100 1/nm^2
mean k^2 from full sum              0.8452 1/nm^2
channel density kappa/(4 pi d)      0.06446 1/nm^2
G/A, thick-barrier formula          9.8147e-03 S/cm^2
G/A, full channel integral          9.8887e-03 S/cm^2
G/A, discrete channel sum           9.8887e-03 S/cm^2
G/A, from velocities                9.8888e-03 S/cm^2
full/formula                        1.00754
c1                                  0.04321 nm
1 + c1/d                            1.01080
exponential part 1/(2 kappa d)      0.03858
prefactor part of c1/d              -0.02778
full/formula at d = 1 nm            1.00390
full/formula at d = 2 nm            1.00964
full/formula at d = 8 nm            1.00455
temperature of use                  358.15 K
thermal factor, full                1.0721
thermal factor, x/sin x             1.0690
J/(GV) at 0.5 V                     1.513
J/(GV) at 1 V                       4.433
J at 1 V                            4.384e-02 A/cm^2
field at 1 V                        2.50 MV/cm
rough breakdown field (input)       4 MV/cm
electronic permittivity (input)     4.0
image lowering at mid-plane         0.0624 eV
image-force factor on T0            6.27
band gap for two-band case (input)  5.8 eV
two-band kappa                      2.6227 1/nm
two-band factor on G/A              113.1
rms thickness roughness (input)     0.20 nm
roughness factor                    2.32
factor for m_t/m_b = 1.5            1.498
weak electrode: Fermi energy        0.05 eV
weak electrode: mass                0.30 m_e
weak electrode: k_F^2 d/kappa       0.486
weak electrode: full/formula        0.2079
mid-plane trap width                4.70e-06 eV
trap density equal to direct        1.8e+14 1/(cm^3 eV)
```
